# Critical radius for a coherent axial junction in a nanowire

## A case with a fixed line energy

Take a long cylindrical wire of radius $R$ made of two materials that meet at the plane $z=0$. The material at $z>0$ has the larger lattice parameter, by a fraction $f\ll1$ in every direction. Suppose first that a dislocation costs a fixed energy $T$ per unit length. One that crosses the junction along a diameter costs $2RT$.

Far from the junction each part takes its own lattice parameter and is unstressed. At the junction both parts must share one lateral size. If they are equally stiff, each gives way by $f/2$, and the upper part carries a biaxial compression of magnitude

$$p=\frac{E_Y}{1-\nu}\,\frac f2=\frac{G(1+\nu)f}{1-\nu},$$

where $E_Y=2G(1+\nu)$ is Young's modulus, $G$ the shear modulus and $\nu$ Poisson's ratio. The free sides let this stress decay over a height of order $R$. Take full stress up to $R/2$ and none above. A dislocation with Burgers vector $b$ removes a sheet of thickness $b$, width $2R$ and unlimited height from the upper part. The compressive force on the sheet, about $p\cdot2R\cdot R/2=pR^2$, does work $pbR^2$ as the gap closes. Gain equals cost at

$$R=\frac{2T}{pb}\propto\frac1f .$$

The $R^2$ law belongs to the work gained from one dislocation. The whole coherency energy, a density of order $pf$ in a volume of order $R^3$, grows as $R^3$.

The line energy is not fixed, because the dislocation's field extends to the free surface. With $T\approx Gb^2\ln(R/r_0)/[4\pi(1-\nu)]$, where $r_0$ is a core cut-off, the estimate becomes

$$R\approx\frac{b}{2\pi(1+\nu)f}\ln\frac R{r_0}.\tag{1}$$

Two guesses remain in (1): the height of the stressed zone and the outer cut-off of the logarithm. Both can be replaced by computed numbers.

## Model and energy balance

Both parts are isotropic with the same $G$ and $\nu$, and are much longer than $R$. Surface stress is neglected. The dislocation is a straight edge along the $y$ axis, in the junction plane, with its Burgers vector along $x$.

Start from the coherent wire and create the dislocation by a relative displacement $b$ across the half-plane $x=0$, $z>0$. The coherency stress stays fixed during this process, while the dislocation's own stress grows in proportion to the displacement. The energy is therefore

$$E=E_{\rm coh}+E_d-W,\qquad W=-bF,\qquad F=\int_{x=0,\,z>0}\sigma_{xx}\,dA .\tag{2}$$

Here $\sigma$ is the coherency stress, so $F<0$ and $W>0$. The dislocation lowers the energy when $W>E_d$.

## Coherency stress

A uniform expansion of the whole wire by $f/2$ causes no stress. Removing it leaves a misfit strain $(f/2)\,{\rm sgn}\,z$ in all directions. If lateral displacement is first forbidden and axial displacement left free, then $\sigma_{rr}=\sigma_{\theta\theta}=-p\,{\rm sgn}\,z$ and $\sigma_{zz}=0$. To free the sides, add the response to a radial surface traction

$$p\,{\rm sgn}\,z=\frac{2p}{\pi}\int_0^\infty\frac{\sin kz}{k}\,dk .$$

For the traction $\sin kz$, let $\xi=kr$ and $a=kR$, and use Love's function

$$\Phi=-\frac{\cos kz}{k^3}\,[A I_0(\xi)+B\xi I_1(\xi)],$$

with modified Bessel functions $I_n$. The first term is harmonic, and the Laplacian of $\xi I_1\cos kz$ is $2k^2I_0\cos kz$, which is harmonic too; so $\Phi$ is biharmonic as required. The stresses follow from

$$\sigma_{rz}=\partial_r[(1-\nu)\nabla^2\Phi-\partial_z^2\Phi],\quad \sigma_{rr}=\partial_z[\nu\nabla^2\Phi-\partial_r^2\Phi],$$
$$\sigma_{\theta\theta}=\partial_z[\nu\nabla^2\Phi-r^{-1}\partial_r\Phi],\quad \sigma_{zz}=\partial_z[(2-\nu)\nabla^2\Phi-\partial_z^2\Phi].$$

Using $I_0'=I_1$, $I_1'=I_0-I_1/\xi$, $(\xi I_1)'=\xi I_0$ and $(\xi I_0)'=I_0+\xi I_1$,

$$\begin{aligned}
\sigma_{rz}&=-\cos kz\,\{[A+2(1-\nu)B]I_1+B\xi I_0\},\\
\sigma_{rr}&=\sin kz\,\{(2\nu-1)BI_0-A(I_0-I_1/\xi)-B\xi I_1\},\\
\sigma_{\theta\theta}&=\sin kz\,\{(2\nu-1)BI_0-AI_1/\xi\},\\
\sigma_{zz}&=\sin kz\,\{(4-2\nu)BI_0+AI_0+B\xi I_1\}.
\end{aligned}$$

At the surface, $\sigma_{rz}=0$ gives $A=-B[2(1-\nu)+aI_0/I_1]$. The condition $\sigma_{rr}=\sin kz$ then reads, with Bessel functions at $a$,

$$\frac1B=(2\nu-1)I_0+\Big[2(1-\nu)+\frac{aI_0}{I_1}\Big]\Big(I_0-\frac{I_1}a\Big)-aI_1 .$$

The terms linear in $I_0$ have coefficients $(2\nu-1)+2(1-\nu)-1=0$. What is left is

$$B=\frac{aI_1(a)}{D(a)},\qquad D=a^2(I_0^2-I_1^2)-2(1-\nu)I_1^2 .$$

## The work gained

On the plane $x=0$ the $x$ direction is tangential, so $\sigma_{xx}=\sigma_{\theta\theta}$. Call the brace in $\sigma_{\theta\theta}$ above $t(\xi)$; it also depends on $a$ through $A$ and $B$. For $z>0$ the total hoop stress is

$$\sigma_{\theta\theta}=-\frac{2p}\pi\int_0^\infty\frac{dk}{k}[1-t(kr)]\sin kz .$$

Integrate over $z$ with a convergence factor, $\int_0^\infty\sin kz\,dz=1/k$, and over $r$ on both sides of the axis. With $r=R\rho$ and $dk/k^2=R\,da/a^2$,

$$F=-\kappa pR^2,\qquad \kappa=\frac4\pi\int_0^\infty\frac{da}{a^2}\int_0^1[1-t(a\rho)]\,d\rho .\tag{3}$$

The integral converges at small $a$: there $D\to a^2(1+\nu)/2$, $B\to1/(1+\nu)$ and $t\to B[(2\nu-1)+(2-\nu)]=1$, with corrections of order $a^2$. Hence

$$W=\kappa pbR^2 .\tag{4}$$

There is a second way to $\kappa$. Consider the quarter of the wire with $x>0$, $z>0$. Its outward normals on the two cuts are $-x$ and $-z$, and its other surfaces carry no force. Equilibrium along $x$ gives $-F-\int\sigma_{xz}\,dA=0$, the integral being over half the junction disc. Since $\sigma_{xz}=\sigma_{rz}\cos\theta$ there, $F=-2\int_0^R\sigma_{rz}(r,0)\,r\,dr$.

For $\nu=0.3$ both integrals give $\kappa=0.381$. A separate Ritz solution, with polynomial displacements in half the wire, gives 0.382. It also confirms that the force quadruples when $R$ doubles, and that at the sampled heights the force above a cut is greatest when the cut starts at the junction. The dislocation thus gains most by lying there.

The coherent energy comes from the same solution. A body without external forces has $\int\sigma_{ij}\varepsilon_{ij}\,dV=0$ for its total strain $\varepsilon$, so $E_{\rm coh}=-\frac12\int\sigma_{ij}\varepsilon^*_{ij}\,dV$, with $\varepsilon^*$ the misfit strain. In the sum of the three normal stresses the $A$ terms and the $\xi I_1$ terms cancel, leaving $2(1+\nu)BI_0\sin kz$. The two halves of the wire contribute equally, so

$$\begin{aligned}E_{\rm coh}&=\frac{2fp}{\pi}\int_0^\infty\frac{dk}{k^2}\,2\pi\int_0^R[1-(1+\nu)BI_0(kr)]\,r\,dr\\
&=2fpR^3\int_0^\infty\frac{da}{a^2}\Big[1-\frac{2(1+\nu)I_1^2}{D}\Big],\end{aligned}$$

where $\int_0^RI_0(kr)\,r\,dr=RI_1(a)/k$. The result is $0.85\,Gf^2R^3$ for $\nu=0.3$, which the Ritz energies support in both size and scaling.

## The dislocation energy

Cut the wire into thin slices normal to the line. The slice at $y$ is a strip $|x|<w$ with $w=\sqrt{R^2-y^2}$. Treating each slice as part of a uniform strip neglects the variation along the line; this is the main uncontrolled approximation.

In an infinite body, with $r^2=x^2+z^2$ and $q=Gb/[2\pi(1-\nu)]$, an edge dislocation has

$$\sigma_{xx}=-\frac{qz(3x^2+z^2)}{r^4},\quad \sigma_{xz}=\frac{qx(x^2-z^2)}{r^4},\quad\sigma_{xx}+\sigma_{zz}=-\frac{2qz}{r^2}.$$

This is the dislocation of opposite sign to ours, with the same energy. The amplitude is right: integrating $\varepsilon_{xx}=[\sigma_{xx}-\nu(\sigma_{xx}+\sigma_{zz})]/2G$ along $x$ at fixed $z>0$ gives $-2\pi q(1-\nu)/2G=-b/2$, and $+b/2$ for $z<0$, a mismatch of $b$.

For $x>0$ we have $z/r^2=\int_0^\infty e^{-kx}\sin kz\,dk$. Applying $-x\partial_x$ gives $2x^2z/r^4=\int_0^\infty kx\,e^{-kx}\sin kz\,dk$, and $\partial_z$ gives $(x^2-z^2)/r^4=\int_0^\infty k\,e^{-kx}\cos kz\,dk$. At $x=w$, with $s=kw$,

$$\sigma_{xx}=-q\int_0^\infty(1+s)e^{-s}\sin kz\,dk,\qquad \sigma_{xz}=q\int_0^\infty s\,e^{-s}\cos kz\,dk .$$

These tractions are cancelled by an image field with Airy function $\int C\sin kz\,dk/k^2$, where $C=\alpha\cosh kx+\beta_1kx\sinh kx$. Its stresses are $\sigma_{xx}=-\int C\sin kz\,dk$ and $\sigma_{xz}=-\int(C'/k)\cos kz\,dk$, so at $x=w$

$$\alpha\cosh s+\beta_1s\sinh s=-q(1+s)e^{-s},$$
$$\alpha\sinh s+\beta_1(\sinh s+s\cosh s)=qs\,e^{-s}.$$

Multiply the first by $\sinh s+s\cosh s$, the second by $s\sinh s$, and subtract. The factor of $\alpha$ is $\sinh s\cosh s+s$, and $\alpha=-q\,g(s)$ with

$$g(s)=e^{-s}\,\frac{(1+s)(\sinh s+s\cosh s)+s^2\sinh s}{s+\sinh s\cosh s},\qquad g(0)=1 .$$

On the plane $x=0$ the total is $\sigma_{xx}=-q\int_0^\infty(1-g)\sin kz\,dk$. The energy per length is half of $b$ times the force magnitude beyond $r_0$, the half arising because the stress grows with the displacement:

$$\frac{bq}2\int_0^\infty\frac{1-g(s)}s\cos\frac{sr_0}w\,ds .$$

For $r_0\ll w$, split the integral at $s=1$ and use $\int_1^\infty\cos(\epsilon s)\,ds/s\to-\gamma-\ln\epsilon$, where $\gamma$ is Euler's constant. The energy per length is then $K\ln(cw/r_0)$, with

$$K=\frac{Gb^2}{4\pi(1-\nu)},\qquad \ln c=-\gamma+\int_0^1\frac{1-g}s\,ds-\int_1^\infty\frac gs\,ds=-1.120 .$$

So $c=0.326$: the free faces cut the field off at about a third of their distance. A Ritz solution for a dislocation in a long rectangle gives the same $\ln c$ to the digits shown. Energy of the core itself is absorbed in $r_0$.

The sum over slices needs $\int_{-R}^{R}\ln\sqrt{R^2-y^2}\,dy=\int_0^{2R}\ln u\,du=2R(\ln2R-1)$, obtained by factoring $R^2-y^2=(R-y)(R+y)$. Hence

$$E_d=2RK\Big[\ln\frac{2cR}{r_0}-1\Big].\tag{5}$$

## Critical radius

Setting (5) equal to (4) and dividing by $R$, the modulus cancels:

$$R_c=\Lambda\ln(\beta R_c),\qquad\Lambda=\frac b{2\pi(1+\nu)\kappa f},\qquad\beta=\frac{2c}{e\,r_0},\tag{6}$$

with $e=2.718\ldots$. Exponentiating gives $-(R_c/\Lambda)e^{-R_c/\Lambda}=-1/(\beta\Lambda)$, which the Lambert function solves. The difference $\ln\beta R-R/\Lambda$ is largest at $R=\Lambda$, where it equals $\ln\beta\Lambda-1$. For $\beta\Lambda>e$ there are therefore two roots, with $E_d>W$ between them. The larger, $R_c=-\Lambda W_{-1}(-1/\beta\Lambda)$, is the critical radius. The smaller is of core size, where (5) has no meaning.

Let $L=\ln\beta R_c$. From $\ln R_c=\ln\Lambda+\ln L$ and $dL=d\ln R_c$ we get $(1-1/L)\,d\ln R_c=d\ln\Lambda=-d\ln f$, or

$$\frac{d\ln R_c}{d\ln f}=-\frac L{L-1}.\tag{7}$$

The radius varies more steeply than $1/f$, and the local power tends to $-1$ only logarithmically as $f\to0$.

## Numbers and comparison

Take round parameters: $b=0.4$ nm, $r_0=0.1$ nm, $\nu=0.3$, $G=50$ GPa and $f=2\%$. Then

$$\Lambda=\frac{0.4}{2\pi\times1.3\times0.3814\times0.02}=6.42\ {\rm nm},\qquad \beta=\frac{2\times0.326}{2.718\times0.1}=2.40\ {\rm nm}^{-1},$$

and (6) gives $R_c=6.42\times4.16\approx27$ nm, a diameter of 53 nm. There $E_d=W\approx1300$ eV. At half this radius the dislocation costs about 530 eV and gains about 320 eV; at twice the radius it costs about 2900 eV and gains about 5000 eV. The net gain of about 2100 eV is then 13% of the coherent energy, so a wire with one dislocation still holds most of its elastic energy.

The rough formula (1) has $\kappa=1$, hence a prefactor $0.381\times6.42=2.45$ nm, and its solution is $R\approx12$ nm. Correcting $\kappa$ alone raises this to 38 nm: the true force equals full stress over a height of only $\kappa R/2=0.19R$, not $R/2$. Correcting the logarithm as well brings it down to 27 nm, since the free surface makes the dislocation cheaper. Estimate (1) thus has the right form, a length proportional to $b/f$ times a logarithm, but at this misfit its number is low by a factor of about two.

| $f$ (%) | $R_c$ (nm) | $fR_c$ (nm) | local power |
|---|---|---|---|
| 0.5 | 150 | 0.76 | −1.20 |
| 1 | 65 | 0.65 | −1.25 |
| 2 | 27 | 0.53 | −1.32 |
| 4 | 10 | 0.41 | −1.45 |

A pure inverse law would keep $fR_c$ constant; over this range it falls by nearly half. Root finding with the Ritz coefficients and numerically summed slices reproduces these radii and the power at 2%. That tests the coefficients and the algebra, not the slice approximation, which both sides share. Halving $r_0$ raises $R_c$ at 2% to 32 nm, and doubling it lowers $R_c$ to 21 nm, so a factor of two in the core cut-off alone shifts the radius by about 20%.

## A thin cap, and where the result fails

A different limit is a cap of height $h\ll R$ on a long wire or mesa. The thick base barely yields, so the cap, except near its free rim, carries the full misfit, with stress $2p$. The work is about $2p\cdot b\cdot2Rh$, and the cost about $2RK\ln(h/r_0)$, since the nearest free surface is now at distance $h$. The radius cancels, leaving

$$h_c\approx\frac{K}{2pb}\ln\frac{h_c}{r_0}=\frac b{8\pi(1+\nu)f}\ln\frac{h_c}{r_0}.$$

This is a critical thickness, at the level of estimate (1), and it belongs to the limit $h/R\to0$. The rim relaxes part of the cap, so that even at $h=R/10$ the work is well below the value used here. Equation (6), in contrast, was derived for two segments much longer than $R$.

At large misfit the two roots of (6) merge at $\beta\Lambda=e$, which here means $f=11\%$ and $R=1.1$ nm. This is a formal end of the equation, not a prediction: the radius is then only a few Burgers vectors, and linear elasticity with a core cut-off is no longer reliable.

Equation (6) compares energies for one trial dislocation. Another line position or Burgers vector might pay off at a smaller radius. In the other direction, a wire above $R_c$ can remain coherent if the dislocation has to cross an energy barrier to enter from the surface. Unequal moduli and elastic anisotropy would change $\kappa$, $c$ and the line energy. The numerical output follows.

## Computed results

```
Burgers vector b = 0.40 nm; core cut-off r0 = 0.10 nm
Poisson ratio = 0.30; shear modulus = 50 GPa
main misfit f = 2.0 %
stress amplitude p = 1.857 GPa
kappa, hoop-stress integral = 0.38139
kappa, junction-shear integral = 0.38140
kappa, Ritz solution = 0.38154
E_coh/(G f^2 R^3), Fourier = 0.85112
E_coh/(G f^2 R^3), Ritz = 0.85323
Ritz force ratio on doubling R = 4.0010
Ritz coherent-energy ratio on doubling R = 8.0107
ln c, Fourier = -1.12025; Ritz = -1.12025
strip constant c = 0.3262
line-energy prefactor = 5.676 eV/nm
length Lambda at main misfit = 6.420 nm
beta = 2.400 1/nm
beta*Lambda at main misfit = 15.408
critical radius = 26.71 nm; diameter = 53.42 nm
critical radius, Ritz balance = 26.70 nm
logarithmic factor L = 4.161
local exponent, formula = -1.3164; numerical = -1.3165
discarded small root = 0.447 nm
R = 13.36 nm: E_d = 525.7 eV, W = 315.4 eV, E_coh = 253.1 eV
R = 26.71 nm: E_d = 1261.6 eV, W = 1261.6 eV, E_coh = 2024.7 eV
R = 53.42 nm: E_d = 2943.7 eV, W = 5046.6 eV, E_coh = 16197.9 eV
f = 0.5 %: Rc = 151.39 nm, f*Rc = 0.7570 nm, L = 5.895, exponent = -1.204
f = 1.0 %: Rc = 64.80 nm, f*Rc = 0.6480 nm, L = 5.047, exponent = -1.247
f = 2.0 %: Rc = 26.71 nm, f*Rc = 0.5342 nm, L = 4.161, exponent = -1.316
f = 4.0 %: Rc = 10.29 nm, f*Rc = 0.4118 nm, L = 3.207, exponent = -1.453
r0 = 0.05 nm: Rc = 32.40 nm
r0 = 0.20 nm: Rc = 20.59 nm
formal maximum misfit = 11.3 %
radius at formal maximum misfit = 1.133 nm
```
